# Conductance and Shot Noise of SU(4) and SU(2) Kondo Dots: a numerical check

```python
"""
Result under test: a dot with M equivalent flavours and mean charge N has, at
zero temperature and with equal lead couplings, the conductance
    G = (e^2/h) M sin^2(pi N/M)
and the linear-in-bias shot noise S = 2 e I F with F = cos^2(pi N/M).
For M = 4: G = 2 e^2/h (N=1), 4 e^2/h (N=2).  For M = 2: 2 e^2/h (N=1).

Symbols: Gamma = half-width of the dot level (both leads together),
U = repulsion between any two flavours, delta = scattering phase,
T = transmission per flavour, F = Fano factor,
lam = 4 Gamma_L Gamma_R / (Gamma_L + Gamma_R)^2.

Test 1: interacting dot in the self-consistent second-order approximation.
The charge is an integral over the spectral function; the conductance
comes from the spectral function at the Fermi energy.
Test 2: free fermions on a finite chain, exact time evolution; mean and
variance of the transferred charge give transmission and noise.
"""
import numpy as np
from scipy.constants import e as e_charge, h as planck

# ---------- Test 1: interacting dot, energies in units of Gamma ----------
STEP = 0.01
POINTS = 65536
CUTOFF = 100.0
omega = np.fft.fftfreq(POINTS) * POINTS * STEP
inside = np.abs(omega) <= CUTOFF
above = np.where(inside & (omega > 0), 1.0, 0.0)
below = np.where(inside & (omega < 0), 1.0, 0.0)
above[0] = below[0] = 0.5


def solve_dot(flavours, charge, repulsion):
    """Find the level position that gives the requested total charge."""
    target = charge / flavours
    level = 0.0          # bare level plus the mean-field shift
    sigma = np.zeros(POINTS, dtype=complex)
    converged = False
    for _ in range(500):
        green = 1.0 / (omega - level + 1j - sigma)
        spectrum = -green.imag / np.pi
        lorentzian = 1.0 / (np.pi * ((omega - level)**2 + 1.0))
        # the slowly decaying Lorentzian part is integrated analytically
        filling = 0.5 - np.arctan(level) / np.pi
        filling += STEP * np.sum((spectrum - lorentzian) * below)
        part = np.fft.rfft(spectrum * above)
        hole = np.fft.rfft(spectrum * below)
        product = part**2 * hole.conj() + hole**2 * part.conj()
        product *= (flavours - 1) * repulsion**2 * STEP**2
        rate = np.fft.irfft(product, POINTS)
        transform = -1j * product
        transform[0] = transform[-1] = 0.0
        real_part = np.pi * np.fft.irfft(transform, POINTS)
        new_sigma = real_part - 1j * np.pi * rate
        change = np.max(np.abs(new_sigma - sigma))
        if change < 1e-8 and abs(filling - target) < 1e-9:
            converged = True
            break
        sigma = sigma + 0.6 * (new_sigma - sigma)
        level += 3.0 * (filling - target)
    assert converged, "self-consistency not reached"
    slope = (sigma.real[1] - sigma.real[-1]) / (2 * STEP)
    # collision rate at energies 0.05 and 0.10, averaged over both signs
    growth = (rate[10] + rate[-10]) / (rate[5] + rate[-5])
    return {
        "T": np.pi * spectrum[0],
        "weight": 1.0 / (1.0 - slope),
        "bare": level - (flavours - 1) * repulsion * filling,
        "growth": growth,
    }


gamma_ev = 0.001
u_ev = 0.002
cases = [(4, 0.9), (4, 1.0), (4, 1.5), (4, 2.0), (2, 0.9), (2, 1.0)]
dots = {}
for flavours, charge in cases:
    dot = solve_dot(flavours, charge, u_ev / gamma_ev)
    dots[flavours, charge] = dot
    expected = np.sin(np.pi * charge / flavours)**2
    # tolerance: frequency step and cutoff of the grid
    assert abs(dot["T"] - expected) < 2e-3, (flavours, charge, dot)
    # quadratic collision rate; higher powers of energy give a few percent
    assert abs(dot["growth"] - 4.0) < 0.4, (flavours, charge, dot)
    assert 0.0 < dot["weight"] < 0.95

# ---------- Test 2: charge transfer through a level in a chain ----------
LEAD = 300               # sites per lead, hopping = 1, velocity = 2
EXTRA = 10               # electrons added on the left, removed on the right
TIMES = (100.0, 250.0)   # both before reflections return from the ends
site = np.arange(1, LEAD + 1)
modes = np.sqrt(2 / (LEAD + 1)) * np.sin(
    np.pi * np.outer(site, site) / (LEAD + 1))
chain_bias = 4 * np.sin(np.pi * EXTRA / (LEAD + 1))


def transferred(energies, vectors, extra):
    """Mean and variance of the charge gained by the right lead."""
    n_left, n_right = LEAD // 2 + extra, LEAD // 2 - extra
    orbitals = np.zeros((2 * LEAD + 1, n_left + n_right))
    orbitals[:LEAD, :n_left] = modes[:, :n_left]
    orbitals[LEAD + 1:, n_left:] = modes[:, :n_right]
    start_right = orbitals.copy()
    start_right[:LEAD + 1] = 0.0
    overlaps = vectors.T @ orbitals
    result = []
    for time in TIMES:
        phase = np.exp(-1j * energies * time)[:, None]
        later = vectors @ (phase * overlaps)
        later[:LEAD + 1] = 0.0
        back = vectors @ (phase.conj() * (vectors.T @ later))
        moved = back - start_right
        matrix = orbitals.T @ moved
        mean = np.trace(matrix).real
        variance = np.sum(np.abs(moved)**2) - np.sum(np.abs(matrix)**2)
        result.append((mean, variance))
    return np.array(result)


def chain_transport(delta, left_share):
    """Transmission and Fano factor from the growth of the moments."""
    width = 0.98         # squared left hopping plus squared right hopping
    size = 2 * LEAD + 1
    ham = np.diag(-np.ones(size - 1), 1)
    ham[LEAD - 1, LEAD] = -np.sqrt(width * left_share)
    ham[LEAD, LEAD + 1] = -np.sqrt(width * (1 - left_share))
    ham = ham + ham.T
    ham[LEAD, LEAD] = width / np.tan(delta)
    energies, vectors = np.linalg.eigh(ham)
    # the unbiased run removes the effect of suddenly joining the leads
    excess = transferred(energies, vectors, EXTRA)
    excess = excess - transferred(energies, vectors, 0)
    growth = excess[1] - excess[0]
    attempts = chain_bias * (TIMES[1] - TIMES[0]) / (2 * np.pi)
    return growth[0] / attempts, growth[1] / growth[0]


chain_cases = [("delta=pi/4, equal", np.pi / 4, 1 / 2),
               ("delta=pi/2, equal", np.pi / 2, 1 / 2),
               ("delta=pi/4, 2:1", np.pi / 4, 2 / 3),
               ("delta=pi/2, 2:1", np.pi / 2, 2 / 3)]
chain_results = []
for label, delta, share in chain_cases:
    trans, fano = chain_transport(delta, share)
    formula = 4 * share * (1 - share) * np.sin(delta)**2
    # tolerance: finite bias and slowly decaying logarithmic transients
    assert abs(trans - formula) < 0.02, (label, trans, formula)
    assert abs(fano - (1 - formula)) < 0.02, (label, fano, formula)
    chain_results.append((label, trans, fano, formula))


# ---------- Worked example and printed numbers ----------
def clean(value, digits):
    return round(float(value), digits) + 0.0


bias_ev = 1e-5
quantum = e_charge**2 / planck
print(f"Gamma = {gamma_ev:.4f} eV, U = {u_ev:.4f} eV")
print(f"bias energy = {bias_ev:.5f} eV")
print(f"e^2/h = {quantum * 1e6:.4f} microsiemens")
print("Interacting dot, self-consistent second order:")
for (flavours, charge), dot in dots.items():
    print(f"SU({flavours}) N={charge}: "
          f"bare level {clean(dot['bare'] * gamma_ev, 6):.6f} eV, "
          f"weight {dot['weight']:.3f}, "
          f"G {flavours * dot['T']:.3f} e^2/h, "
          f"F {clean(1 - dot['T'], 3):.3f}, "
          f"rate ratio {dot['growth']:.2f}")
print("Sum-rule formula:")
for flavours, charge in cases:
    trans = np.sin(np.pi * charge / flavours)**2
    print(f"SU({flavours}) N={charge}: "
          f"delta/pi {charge / flavours:.3f}, T {trans:.4f}, "
          f"G {flavours * trans:.4f} e^2/h, "
          f"F {clean(1 - trans, 4):.4f}")
print("Main results at the chosen bias:")
for flavours, charge in [(4, 1.0), (4, 2.0), (2, 1.0)]:
    trans = np.sin(np.pi * charge / flavours)**2
    cond = flavours * trans * quantum
    current = cond * bias_ev
    noise = 2 * e_charge * current * clean(1 - trans, 12)
    print(f"SU({flavours}) N={charge}: "
          f"G {cond * 1e6:.3f} microsiemens "
          f"= {flavours * trans / (2 * np.pi):.5f} a.u., "
          f"I {current * 1e9:.4f} nA, S {noise:.3e} A^2/Hz")
print(f"Chain: bias {chain_bias:.4f} hopping units, "
      f"{LEAD} sites per lead")
for label, trans, fano, formula in chain_results:
    print(f"{label}: T {trans:.3f} (formula {formula:.3f}), "
          f"F {clean(fano, 3):.3f} (formula {clean(1 - formula, 3):.3f})")
print(f"lam for 2:1 couplings = {4 * (2 / 3) * (1 / 3):.4f}")
print("OK")
```

Running it gives:

```
Gamma = 0.0010 eV, U = 0.0020 eV
bias energy = 0.00001 eV
e^2/h = 38.7405 microsiemens
Interacting dot, self-consistent second order:
SU(4) N=0.9: bare level 0.000028 eV, weight 0.878, G 1.687 e^2/h, F 0.578, rate ratio 3.95
SU(4) N=1.0: bare level -0.000284 eV, weight 0.847, G 2.000 e^2/h, F 0.500, rate ratio 3.95
SU(4) N=1.5: bare level -0.001674 eV, weight 0.709, G 3.414 e^2/h, F 0.146, rate ratio 3.93
SU(4) N=2.0: bare level -0.003000 eV, weight 0.659, G 4.000 e^2/h, F 0.000, rate ratio 3.90
SU(2) N=0.9: bare level -0.000715 eV, weight 0.841, G 1.951 e^2/h, F 0.024, rate ratio 3.92
SU(2) N=1.0: bare level -0.001000 eV, weight 0.835, G 2.000 e^2/h, F 0.000, rate ratio 3.92
Sum-rule formula:
SU(4) N=0.9: delta/pi 0.225, T 0.4218, G 1.6871 e^2/h, F 0.5782
SU(4) N=1.0: delta/pi 0.250, T 0.5000, G 2.0000 e^2/h, F 0.5000
SU(4) N=1.5: delta/pi 0.375, T 0.8536, G 3.4142 e^2/h, F 0.1464
SU(4) N=2.0: delta/pi 0.500, T 1.0000, G 4.0000 e^2/h, F 0.0000
SU(2) N=0.9: delta/pi 0.450, T 0.9755, G 1.9511 e^2/h, F 0.0245
SU(2) N=1.0: delta/pi 0.500, T 1.0000, G 2.0000 e^2/h, F 0.0000
Main results at the chosen bias:
SU(4) N=1.0: G 77.481 microsiemens = 0.31831 a.u., I 0.7748 nA, S 1.241e-28 A^2/Hz
SU(4) N=2.0: G 154.962 microsiemens = 0.63662 a.u., I 1.5496 nA, S 0.000e+00 A^2/Hz
SU(2) N=1.0: G 77.481 microsiemens = 0.31831 a.u., I 0.7748 nA, S 0.000e+00 A^2/Hz
Chain: bias 0.4167 hopping units, 300 sites per lead
delta=pi/4, equal: T 0.500 (formula 0.500), F 0.501 (formula 0.500)
delta=pi/2, equal: T 0.996 (formula 1.000), F 0.004 (formula 0.000)
delta=pi/4, 2:1: T 0.445 (formula 0.444), F 0.557 (formula 0.556)
delta=pi/2, 2:1: T 0.885 (formula 0.889), F 0.116 (formula 0.111)
lam for 2:1 couplings = 0.8889
OK
```
